# Classical and quantum scaling of hydrogen in a magnetic field

**Q.** A hydrogen atom in a magnetic field has an energy and a field strength. Why should one combination of the two fix the classical motion?

**A.** Take a spinless electron, a nucleus of infinite mass, no relativity, and Hartree units. The field is $\gamma\hat{\mathbf z}$ with $\gamma=B/B_0$ and $B_0=2.350518\times10^5$ T. For charge $-1$ the velocity is $\mathbf v=\mathbf p+\mathbf A$ with $\mathbf A=\tfrac{\gamma}{2}\hat{\mathbf z}\times\mathbf r$. Since $\mathbf p\cdot\mathbf A=\tfrac{\gamma}{2}\hat{\mathbf z}\cdot(\mathbf r\times\mathbf p)=\tfrac{\gamma}{2}L_z$ and $A^2=\gamma^2\rho^2/4$ with $\rho^2=x^2+y^2$,

$$H=\frac{v^2}{2}-\frac1r=\frac{p^2}{2}-\frac1r+\frac{\gamma L_z}{2}+\frac{\gamma^2\rho^2}{8},\qquad \ddot{\mathbf r}=-\frac{\mathbf r}{r^3}-\gamma\,\dot{\mathbf r}\times\hat{\mathbf z}.$$

Put $\mathbf r=\gamma^{a}\tilde{\mathbf r}$ and $t=\gamma^{c}\tilde t$. The acceleration acquires the factor $\gamma^{a-2c}$, the Coulomb force $\gamma^{-2a}$, and the Lorentz force $\gamma^{1+a-c}$. The field drops out only if all three agree. Equating the first and third gives $c=-1$, and then $a+2=-2a$ gives $a=-2/3$. Velocities and momenta scale with $\gamma^{a-c}=\gamma^{1/3}$, and $L_z=\gamma^{-2/3}\gamma^{1/3}\tilde L=\gamma^{-1/3}\tilde L$. In $H$ the four terms carry $\gamma^{2/3}$, $\gamma^{2/3}$, $\gamma^{1-1/3}$ and $\gamma^{2-4/3}$, so

$$H=\gamma^{2/3}\tilde H,\qquad \tilde H=\frac{\tilde p^2}{2}-\frac1{\tilde r}+\frac{\tilde L}{2}+\frac{\tilde\rho^2}{8}.$$

No parameter is left in $\tilde H$. The energy shell is labelled by the scaled energy $\varepsilon=E\gamma^{-2/3}$.

With $w=\gamma^{-1/3}$, a field of 6 T has $\gamma=6/235051.8=2.55263\times10^{-5}$ and $w=33.9628$. The length scale is $w^2=1153.47$ bohr and the time scale $1/\gamma=39175.3$ a.u., or 0.9476 ps. The energies $E=\varepsilon/w^2$ are $-0.5/1153.47=-4.33473\times10^{-4}$ hartree ($-95.14$ cm$^{-1}$) and $-0.1/1153.47=-8.66946\times10^{-5}$ hartree ($-19.03$ cm$^{-1}$). Setting $E=-1/(2n_{\rm eff}^2)$ gives $n_{\rm eff}=w/\sqrt{2|\varepsilon|}=33.96$ and $75.94$.

**Q.** You rescaled $L_z$ as well. It is conserved, so it is a second label, and "only $\varepsilon$" cannot be right.

**A.** The objection holds. Using $\mathbf p=\mathbf v-\mathbf A$, $L_z=xv_y-yv_x-\gamma\rho^2/2$. The equation of motion has Lorentz components $-\gamma v_y$ and $+\gamma v_x$, so $\frac{d}{dt}(xv_y-yv_x)=\gamma(xv_x+yv_y)=\frac{d}{dt}(\gamma\rho^2/2)$, and $L_z$ is constant. The true statement is that the motion depends on $E$, $\gamma$ and $L_z$ through $\varepsilon$ and $\tilde L=L_z\gamma^{1/3}$. It depends on $\varepsilon$ alone when $L_z=0$, when $\tilde L$ is held fixed, or in the limit $\gamma\to0$ at fixed $L_z$.

Orbits in the plane $z=0$ show the second dependence. In scaled variables the azimuthal velocity is $\tilde L/\tilde\rho+\tilde\rho/2$, with square $\tilde L^2/\tilde\rho^2+\tilde L+\tilde\rho^2/4$. Inserting it in $\varepsilon=\tilde v^2/2-1/\tilde\rho$ and multiplying by $2\tilde\rho^2$ gives

$$\tilde\rho^2\dot{\tilde\rho}^2=2\left(\varepsilon-\tfrac{\tilde L}{2}\right)\tilde\rho^2+2\tilde\rho-\tilde L^2-\tfrac14\tilde\rho^4\equiv P(\tilde\rho).$$

The radial period is $2\int\tilde\rho\,d\tilde\rho/\sqrt{P}$ between the two positive roots. At $\varepsilon=-0.3$ and $L_z=1$, quadrature gives 3.37836 for $\gamma=0.001$ ($\tilde L=0.1$) and 2.99059 for $\gamma=0.125$ ($\tilde L=0.5$).

With both labels fixed the orbits coincide. Start at $(\tilde\rho,\tilde z)=(0.8,0.6)$ on the $x$ side, at $\varepsilon=-0.1$ and $\tilde L=0.3$, with the meridional velocity one radian above the $\rho$ direction, and integrate the unscaled equation with an eighth-order Runge-Kutta method at 6 T and at 60 T up to $\tilde t=6$. The scaled positions and velocities then differ by at most $4.8\times10^{-13}$ in scaled units. Everything that follows has $L_z=0$.

**Q.** If the classical motion forgets the field, what remembers it in the quantum problem?

**A.** The size of $\hbar$ relative to the actions. Since $xp_x=w^2\tilde x\cdot w^{-1}\tilde p_x=w\,\tilde x\tilde p_x$, actions obey $S=w\tilde S$ and $[\tilde x,\tilde p_x]=i/w$. For magnetic quantum number $m=0$, insert $\nabla^2=w^{-4}\tilde\nabla^2$, $1/r=w^{-2}/\tilde r$, $\gamma^2\rho^2=w^{-2}\tilde\rho^2$ and $E=\varepsilon w^{-2}$ in the Schrödinger equation and multiply by $w^2$:

$$\left(\frac1{\tilde r}+\varepsilon-\frac{\tilde\rho^2}{8}\right)\psi=\frac1{w^2}\left(-\frac{\tilde\nabla^2}{2}\right)\psi .$$

At fixed $\varepsilon\le0$ this has solutions only for discrete values $w_1<w_2<\dots$. A spectrum in $E$ at fixed field runs through changing $\varepsilon$ and so through changing classical dynamics. The spectrum in $w$ keeps one classical system and varies only the effective Planck constant $1/w$, so its statistics can be set against a single dynamics. Tildes are dropped from here on.

**Q.** You will want to call that dynamics regular or chaotic. Orbits with $L_z=0$ can hit the nucleus. How do you integrate through that?

**A.** For $L_z=0$, $H=(p_\rho^2+p_z^2)/2-1/r+\rho^2/8$ in the meridional plane, which turns about the axis at the scaled rate $1/2$. Set $\rho=\mu\nu$ and $z=(\mu^2-\nu^2)/2$. Then $r^2=\mu^2\nu^2+(\mu^2-\nu^2)^2/4=(\mu^2+\nu^2)^2/4$, so $\mu^2+\nu^2=2r$. The momenta of this point transformation are $p_\mu=\nu p_\rho+\mu p_z$ and $p_\nu=\mu p_\rho-\nu p_z$. The cross terms $\pm2\mu\nu p_\rho p_z$ cancel in the sum of squares, leaving $p_\mu^2+p_\nu^2=2r(p_\rho^2+p_z^2)$. Therefore

$$2r(H-\varepsilon)=h-2,\qquad h=\frac{p_\mu^2+p_\nu^2}{2}+U,\qquad U=-\varepsilon(\mu^2+\nu^2)+\frac{\mu^2\nu^2(\mu^2+\nu^2)}{8}.$$

Any derivative of $h$ equals $2r\,\partial H+(H-\varepsilon)\,\partial(2r)$, and the second term vanishes on the shell. So $h$ generates the same orbits in a time $\tau$ with $dt=2r\,d\tau$, in a polynomial potential. The starting point used before, now with $\tilde L=0$, ends in Cartesian integration at $(1.09276,-0.15577,3.20935)$, so $\rho=\sqrt{1.194124+0.024264}=1.10381$. The regularised orbit ends at $\rho=1.10381$, $z=3.20935$.

For $\varepsilon<0$ the shell $h=2$ is bounded, since $U\ge|\varepsilon|(\mu^2+\nu^2)$. Rescaling $\mu^2$ and $\nu^2$ by $1/|\varepsilon|$ shows that the sextic term weighs $|\varepsilon|^{-3}$ against the quadratic one. As $\varepsilon\to-\infty$ the system becomes two oscillators, which is the Kepler problem, and raising $\varepsilon$ toward zero strengthens the coupling.

To measure chaos, 150 starting points per $\varepsilon$ were drawn uniformly over the region $U<2$ with random momentum direction, which is the invariant measure $\delta(h-2)$. Each orbit and a tangent vector, obeying $\delta\ddot q_i=-U_{ij}\,\delta q_j$, were advanced by leapfrog with step 0.02 to $\tau=300$. On a torus the tangent vector grows linearly, and $\ln 300$ is 5.7. An orbit was counted chaotic when the logarithm of the growth exceeded 15, so rates below $15/300=0.05$ are missed. For $\varepsilon=-0.5,-0.4,-0.3,-0.2,-0.1$ the chaotic fractions are 0.067, 0.420, 0.807, 0.880 and 1.000, and the median logarithms 4.4, 8.1, 55.1, 103.3 and 151.6. The binomial error at 0.42 is $\sqrt{0.42\times0.58/150}=0.04$. Because slow orbits are missed, the fractions tend to be too low: extending $\tau$ from 300 to 1200 raises those at $-0.5$ and $-0.4$ by 0.05 to 0.10, depending on the sample, and leaves the one at $-0.2$ unchanged. The motion at $-0.5$ is thus mostly regular but not integrable, and 150 chaotic orbits out of 150 at $-0.1$ do not exclude small islands.

**Q.** How are hundreds of values $w_i$ obtained, and why should I trust them?

**A.** Call the left operator $A$ and the kinetic operator $K$, which is positive. The numbers $\lambda=w^{-2}$ are the positive stationary values of $\langle A\rangle/\langle K\rangle$. By the min-max principle a larger basis can only raise each $\lambda_i$, counted from the top, and so lower each $w_i$.

The basis is $u_{nl}(r)Y_{l0}/r$ with Coulomb Sturmians $u_{nl}\propto x^{l+1}e^{-x/2}L_k^{2l+1}(x)$, $x=2\alpha r$, $n=k+l+1$. Such a function is the hydrogenic state $n,l$ for charge $Z=\alpha n$, whose energy is $-Z^2/2n^2=-\alpha^2/2$. Hence $Ku_{nl}=(\alpha n/r-\alpha^2/2)u_{nl}$. Symmetry of $K$ gives $\alpha(n-n')\int u_{nl}u_{n'l}\,dr/r=0$, so the functions of one $l$ can be made orthonormal with weight $1/r$. Then $K_{nn'}=\alpha n\,\delta_{nn'}-\alpha^2S_{nn'}/2$, with $S$ the overlap matrix.

The angular part of $\rho^2=r^2(1-\cos^2\theta)$ follows from the Legendre recurrence $\cos\theta\,Y_{l0}=c_{l+1}Y_{l+1,0}+c_lY_{l-1,0}$ with $c_l=l/\sqrt{(2l-1)(2l+1)}$. Applying it twice, the diagonal element is $c_{l+1}^2+c_l^2$. Over the common denominator $(2l-1)(2l+1)(2l+3)$ its numerator is $(l+1)^2(2l-1)+l^2(2l+3)=4l^3+6l^2-1=(2l+1)(2l^2+2l-1)$, so

$$\langle l|\cos^2\theta|l\rangle=\frac{2l^2+2l-1}{(2l-1)(2l+3)},\qquad \langle l|\cos^2\theta|l+2\rangle=c_{l+1}c_{l+2}.$$

Only $l$ and $l\pm2$ couple, so even and odd $l$ give the two parities under $z\to-z$. The radial integrands are $e^{-x}$ times polynomials of degree at most $2n_{\max}+2$, which Gauss-Laguerre quadrature with $n_{\max}+4$ nodes integrates exactly. A Cholesky factor $K=LL^T$, block by block in $l$, turns the problem into the symmetric matrix $L^{-1}AL^{-T}$.

A field-free state of label $n$ has $w=n\sqrt{2|\varepsilon|}$ and decay constant $w\sqrt{2|\varepsilon|}=2|\varepsilon|n$, so $\alpha$ was set to about $0.7$ of $2|\varepsilon|n_{\max}$: $\alpha=57.60$ with $n_{\max}=80$ at $\varepsilon=-0.5$, and $11.09$ with $n_{\max}=84$ at $-0.1$. Levels were kept up to the first that moved by more than 0.05 of the mean spacing when the six highest shells were removed. That is an indicator of convergence, not a bound.

A different route confirms one level. Inverting the momentum relations gives $\partial_\rho=(\nu\partial_\mu+\mu\partial_\nu)/2r$, and the map is conformal, so for $m=0$ $\nabla^2=(\Delta_\mu+\Delta_\nu)/2r$ with $\Delta_\mu=\mu^{-1}\partial_\mu\mu\,\partial_\mu$. The unscaled equation times $2r$ is

$$\left[-\tfrac12(\Delta_\mu+\Delta_\nu)+\tfrac{\gamma^2}{8}\mu^2\nu^2(\mu^2+\nu^2)-2\right]\psi=E(\mu^2+\nu^2)\psi .$$

The eleventh even level at $\varepsilon=-0.1$ is $w=4.3579811$, or $B=2839.93$ T, which predicts $E=-0.1/w^2=-5.26537503\times10^{-3}$ hartree. Diagonalising the fixed-field equation in a basis of two-dimensional oscillator states gives the same nine digits.

**Q.** Spacing statistics depend on how the mean density is divided out. A fitted density can create or hide structure.

**A.** No fit is needed. The number of $\lambda_i$ above $w^{-2}$ equals the number of negative eigenvalues of $w^{-2}K-A=H-\varepsilon$, by the law of inertia. At leading order in $1/w$ this is the phase-space volume of $H<\varepsilon$ divided by $(2\pi/w)^2$. The map to $\mu,\nu>0$ preserves volume and turns the condition into $h<2$, a momentum disc of area $2\pi(2-U)$. Both parities together number $(w^2/2\pi)\int(2-U)\,d\mu\,d\nu$, and each has half of this, $aw^2$. In polar coordinates $s,\vartheta$, $U=|\varepsilon|s^2+cs^6$ with $c=\sin^2(2\vartheta)/32$. Integrating $(2-U)s\,ds$ up to $s^2=R$, the root of $|\varepsilon|R+cR^3=2$,

$$a=\frac1{4\pi}\int_0^{\pi/2}\left(R-\frac{|\varepsilon|R^2}{4}-\frac{cR^4}{8}\right)d\vartheta .$$

The parities differ at order $w$. Let $f$ project on $H<\varepsilon$ and $\Pi$ be the reflection, so that $N_+-N_-={\rm Tr}\,\Pi f$. In the $z$ degree of freedom, with Weyl symbol $f_W$,

$$\int dz\,\langle z|f|{-z}\rangle=\int dz\int\frac{dp_z}{2\pi\hbar}f_W(0,p_z)\,e^{2ip_zz/\hbar}=\tfrac12f_W(0,0),$$

because the $z$ integral gives $\pi\hbar\,\delta(p_z)$. Replacing $f_W$ by the classical step function, the remaining trace is the area $2\int p_\rho\,d\rho$ of the orbit in the plane $z=0$, times $w/2\pi$. So $N_+-N_-=(w/2\pi)\int p_\rho\,d\rho$. On that orbit $\mu=\nu$, $\rho=s^2/2$, $d\rho=s\,ds$, and $s^2p_\rho^2=4+2\varepsilon s^2-s^6/16$. Therefore

$$\bar N_\pm=aw^2\pm bw,\qquad b=\frac1{4\pi}\int_0^{s_{\max}}\sqrt{4+2\varepsilon s^2-s^6/16}\;ds .$$

Without the sextic term, $R=2/|\varepsilon|$ gives $a=1/8|\varepsilon|$, and the quarter ellipse gives $b=1/(4\sqrt{2|\varepsilon|})$, so $\bar N_\pm=n^2/4\pm n/4$. This is the mean staircase of hydrogen, where shell $n$ holds about $n/2$ states of each parity and odd shells hold one more even state. A term of order $w$ common to both parities is absent there, and I assume it absent with the field on.

Quadrature gives $a=0.21900$, $b=0.21806$ at $\varepsilon=-0.5$ and $a=0.49373$, $b=0.27364$ at $-0.1$. Even level 914 at $-0.5$ lies at $w=64.10$, where $\bar N_+=899.8+14.0=913.8$, against the mid-step count 913.5. The offset $i-\tfrac12-\bar N(w_i)$ averaged over a window is about $-0.08$ level at $-0.5$ and $-0.47$ at $-0.1$, the size of an omitted constant, which cancels in spacings. The spacings $s_i=\bar N(w_{i+1})-\bar N(w_i)$ average to one within 0.003 in each parity window of the tables below.

**Q.** What are the two laws, and why the orthogonal ensemble when a magnetic field breaks time reversal?

**A.** Independent levels of unit density leave an interval $s$ empty with probability $e^{-s}$, so the cumulative distribution is $F=1-e^{-s}$. Define $r=\min/\max$ of adjacent spacings. The joint density $e^{-s_1-s_2}$ is constant at fixed sum, so $u=s_1/(s_1+s_2)$ is uniform, and $\langle r\rangle=2\int_0^{1/2}u\,du/(1-u)=2\ln2-1=0.3863$.

Time reversal flips $L_z$, and so does reflection in a plane containing the field, so their product is an antiunitary symmetry of $H$. For $m=0$ the equation is simply real, as the matrices show. For a real symmetric $2\times2$ matrix with Gaussian diagonal elements $h_{11},h_{22}$ of variance $2\sigma^2$ and $h_{12}$ of variance $\sigma^2$, the spacing is the length of the vector $(h_{11}-h_{22},2h_{12})$, whose components both have variance $\kappa^2=4\sigma^2$. The length has density $(s/\kappa^2)e^{-s^2/2\kappa^2}$ and mean $\kappa\sqrt{\pi/2}$. Unit mean requires $\kappa^2=2/\pi$, so $P=(\pi s/2)e^{-\pi s^2/4}$ and $F=1-e^{-\pi s^2/4}$. At $s=1/4$ the two laws give $F=0.2212$ and $0.0479$. For large matrices, the central halves of 24 sampled $300\times300$ GOE spectra give $\langle r\rangle=0.524$, and pairs of them superposed give 0.435. Each is a mean over about 3550 ratios, and adjacent ratios share a spacing, so they are not independent. Repeated samples of this size scatter by about 0.006 and 0.008, and the third digit is not significant. Averages over sixteen such samples are 0.53 and 0.42, so the value 0.435 is a high draw, about one and a half scatters above the mean. That regular motion leads to Poisson spacings and chaotic motion to GOE spacings is a semiclassical conjecture, and the spectra below are evidence for it in this one system.

**Q.** Then show the numbers.

**A.** The windows start above level 60 and at $M\ge5$, where $M$ estimates the number of overlapping $n$-manifolds. At $-0.5$ and $-0.1$ spacings were formed within each parity and pooled, and the other rows are even parity, as are the listed ranges of $w$.

| $\varepsilon$ | $w$ | $B$ (T) | spacings |
|---|---|---|---|
| $-0.5$ | 39.2–64.1 | 3.91–0.89 | 1130 |
| $-0.4$ | 25.5–46.9 | 14.2–2.28 | 404 |
| $-0.3$ | 15.9–41.2 | 58.1–3.35 | 450 |
| $-0.2$ | 12.3–34.7 | 127–5.63 | 405 |
| $-0.1$ | 10.8–24.7 | 186–15.6 | 451 |

$D_P$ and $D_W$ are the largest differences between the empirical cumulative distribution and the two laws. The errors are standard errors that treat the samples as independent.

| $\varepsilon$ | $\langle r\rangle$ | $F(1/4)$ | $D_P$ | $D_W$ |
|---|---|---|---|---|
| $-0.5$ | 0.398(8) | 0.165(11) | 0.067 | 0.169 |
| $-0.4$ | 0.414(14) | 0.168(19) | 0.082 | 0.155 |
| $-0.3$ | 0.501(13) | 0.098(14) | 0.135 | 0.117 |
| $-0.2$ | 0.527(13) | 0.079(13) | 0.195 | 0.044 |
| $-0.1$ | 0.543(12) | 0.033(8) | 0.251 | 0.036 |

$D_P$ rises and $D_W$ falls at every step, and they cross near $-0.3$. Sampling alone produces a $D$ of order $1/\sqrt{\text{spacings}}$, which is 0.047 for 451. At $-0.1$, $D_W=0.036$ lies within that, and GOE sequences of 451 spacings give $D_W=0.034$ on average. Such sequences have $\langle r\rangle$ near 0.53 with scatter 0.014 and $F(1/4)=0.050$ with scatter 0.010, both scatters somewhat larger than the tabulated errors. The measured $\langle r\rangle$ is thus about one scatter above GOE and $F(1/4)$ about 1.7 below. At $-0.2$, $F(1/4)$ is 2.4 errors above Wigner. The regular 12 per cent of the shell is a possible cause, examined below.

**Q.** Your first row is not Poisson. The value 0.165 is five errors below 0.2212, and $D_P$ is twice $1/\sqrt{1130}=0.030$.

**A.** It is not Poisson at these $w$, although $\langle r\rangle$ is within $0.012/0.008=1.5$ errors of 0.3863. A heuristic model accounts for that combination. Near integrability each level carries a manifold label $n$, and one manifold forms a locally regular ladder in $w$. The diamagnetic term is never negative, vanishes for the orbit along the field, and is taken to be largest for the orbit in the plane $z=0$. The action of a radial orbit in units of $2\pi/w$ is $(w/\pi)\int p\,ds$. This gives $n=w/\sqrt{2|\varepsilon|}$ along the field, where $U=|\varepsilon|\mu^2$, and $n=4bw$ across it, and the two agree without the field. The number of labels present at a given $w$ is then

$$M=w\left(\frac1{\sqrt{2|\varepsilon|}}-4b\right),$$

with $M/w=1-0.872=0.128$ at $\varepsilon=-0.5$.

Take $M$ ladders of equal step $M$ and independent random phases, which is $M$ uniform points on a circle of length $M$. The spacing after a given point exceeds $s$ if each of the other $M-1$ points avoids an arc $s$, so

$$F(s)=1-(1-s/M)^{M-1},$$

which tends to $1-e^{-s}$ as $M\to\infty$. At $s=1/4$ it gives 0.1250, 0.1597 and 0.1917 for $M=2,3,6$. The ratio is blind to $M$: a point is uniform between its two neighbours once these are fixed (for $M=2$ the spacings are $x$ and $2-x$ with $x$ uniform), so $u$ is uniform and $\langle r\rangle=2\ln2-1$ for every $M\ge2$.

The spectrum follows this trend. With the formula averaged over the $M$ of each level, non-integer values allowed, the 266 spacings with $M$ from 1.55 to 3.49 have $F(1/4)=0.124$ against 0.146 for ladders, $\langle r\rangle=0.403$, $D_P=0.146$, and distance 0.049 from the ladder law. The 1130 spacings with $M$ from 5.01 to 8.20 have 0.165 against 0.194, $D_P=0.067$, and distance 0.036. The cut $M\ge5$ is a choice, and the window at lower $M$ lies further from Poisson. A deficit of $0.029/0.011=2.6$ errors remains even against the ladder law. Unequal ladder densities and weak repulsion from the chaotic layer are my conjectured causes. The low window has error $\sqrt{0.124\times0.876/266}=0.020$ in $F(1/4)$, so the rise from 0.124 to 0.165 is $0.041/0.023=1.8$ combined errors. The two windows are consistent with an approach to nearly Poisson statistics with growing $w$ and do not establish it or the limit, which the chaotic part of the shell should keep from being exactly Poisson.

**Q.** At $-0.4$ you found 42 per cent chaos, yet the statistics hardly differ from those at $-0.5$.

**A.** They need not differ much, because a mixed spectrum stays close to Poisson until most of it is chaotic. Suppose a share $f$ of the levels follows Wigner's law and the others are independent of them and of each other. An interval $s$ is empty only if both sets leave it empty. For Wigner's law at unit density that probability is $\int_s^\infty e^{-\pi x^2/4}dx={\rm erfc}(\sqrt\pi\,s/2)$, so for the mixture

$$E(s)=e^{-(1-f)s}\,{\rm erfc}\!\left(\tfrac{\sqrt\pi}{2}fs\right),\qquad F(s)=1+\frac{dE}{ds},$$

since $-dE/ds$ is the probability that a spacing exceeds $s$. At $s=1/4$ this gives 0.220, 0.191 and 0.087 for $f=0.067$, $0.42$ and $0.88$. The measured 0.168(19) at $-0.4$ is 1.2 errors below 0.191, and sampled mixtures with $f=0.42$ have $\langle r\rangle=0.403$ against the measured 0.414(14). At $-0.2$ the value 0.087 agrees with 0.079(13), but sampled mixtures have $\langle r\rangle=0.497$, which is about two errors below the measured 0.527(13). The uncertainty of about 0.03 in $f$ closes only part of the gap, since $f=0.91$ gives 0.505. At $-0.3$ the mixture with $f=0.807$ has $F(1/4)=0.108$ and $\langle r\rangle=0.476$ against the measured 0.098(14) and 0.501(13), an excess in $\langle r\rangle$ of the same sign. This hints that the mixture is incomplete there but does not prove it.

Taking $f$ from the orbits needs one check. Differentiating $N(w)\propto\int\theta(2-U-p^2/2w^2)\,d^2q\,d^2p$ with respect to $w$, where $q=(\mu,\nu)$ and $p$ is $w$ times the scaled momentum, gives $\delta(2-U-p^2/2w^2)\,p^2/w^3$ with $p^2=2w^2(2-U)$ on the shell, so the levels weight the shell by an extra factor $2-U$, which the sampling did not include. This weighting lowers the fraction at $-0.4$ by only about 0.01. Longer orbits raise it to about one half, but the comparison survives: at $f=0.5$ the mixture has $F(1/4)=0.178$ and $\langle r\rangle$ near 0.41, which also agree with the measured values.

**Q.** Is the separation by parity a real condition or a convenience?

**A.** A real one. States of opposite parity are not coupled and do not repel. Merging both parities at $-0.1$, where the terms $\pm bw$ cancel and $w^2$ unfolds the sequence, gives 414 levels with $\langle r\rangle=0.422$. This is near the 0.42 of two superposed GOE spectra and far below the 0.543 of the separated ones, although the classical motion is the same. Merging different $m$ would add further uncoupled sequences, each with its own drifting $\tilde L=m/w$. The comparison also ends above $\varepsilon=0$. The shell reaches $\mu^2=2/|\varepsilon|$ along the field and opens at $\varepsilon=0$, where its volume is still finite ($a=0.870$) and the spectrum in $w$ still discrete. For $\varepsilon>0$ the phase-space volume is infinite. Far along the field the transverse oscillator $w^{-2}p^2/2+\rho^2/8$ has zero-point energy $1/2w$, so the spectrum in $w$ is continuous for $w>1/2\varepsilon$.

Numerical values quoted here were computed with a short program.
